# Diagrammatic Monte Carlo for the Fröhlich Polaron Energy at Zero Momentum

## What dimensions and symmetry fix

An electron of band mass $m$ couples to phonons of one frequency $\omega$ through

$$|V_q|^2=\frac{e^2\hbar\omega}{2\varepsilon_0\,\mathcal V q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right),$$

with $\mathcal V$ the volume. The constants $\hbar,m,\omega$ supply one energy, $\hbar\omega$, and one length, $r_p=\hbar/\sqrt{2m\hbar\omega}$. One dimensionless number remains,

$$\alpha=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac1{2\hbar\omega r_p},$$

so the ground-state energy must be $E_0=\hbar\omega\,f(\alpha)$. Translation symmetry conserves total momentum. In the zero-momentum sector the electron carries minus the sum of the phonon momenta.

The model is a continuum with an isotropic parabolic band at zero temperature. From here $\hbar=m=\omega=1$, so $r_p=1/\sqrt2$ and $|V_q|^2=2\sqrt2\pi\alpha/(\mathcal Vq^2)$. Energies are measured from the bare band edge.

## Diagrams as a positive weight

Let $|0\rangle$ be the electron at rest without phonons, and expand $G(\tau)=\langle0|e^{-H\tau}|0\rangle$ in the coupling. Every phonon created is later absorbed. Its two vertices give $(-1)^2|V_q|^2>0$, so there is no sign problem.

Line $i$ has start $s_i$, length $\ell_i$ and momentum $\mathbf q_i$. It costs $e^{-\ell_i}$. The electron momentum is $\mathbf k(t)=-\sum_{\rm active}\mathbf q_i$, hence

$$K\equiv\int_0^\tau\frac{k^2}{2}\,dt=\frac12\sum_{ij}\mathbf q_i\cdot\mathbf q_jO_{ij},$$

where $O_{ij}$ is the time overlap of two lines and $O_{ii}=\ell_i$. No time-ordered list is needed. Unordered diagrams of $n$ lines carry $1/n!$.

For an isolated line, $\sum_q\to\mathcal V\int d^3q/(2\pi)^3$ gives

$$\frac{\sqrt2\,\alpha}{\pi}\int_0^\infty dq\,e^{-q^2\ell/2}=\frac{\sqrt2\,\alpha}{\pi}\sqrt{\frac{\pi}{2\ell}}=\frac{\alpha}{\sqrt{\pi\ell}}.$$

The free-line measure is therefore $d\mu=\alpha e^{-\ell}(\pi\ell)^{-1/2}ds\,d\ell$. It is sampled by uniform $s$ on $[0,\tau]$ and $\ell=z^2/2$ with $z$ standard normal. The size $|\mathbf q|$ is half-normal with variance parameter $1/\ell$, and the direction is isotropic. The total weight is $\alpha\tau$; proposals with $s+\ell>\tau$ are rejected.

## Moves

Adding a line $(s,\ell,\mathbf q)$ raises $K$ by $q^2\ell/2+\mathbf q\cdot\mathbf Q$, with $\mathbf Q=\sum_j\mathbf q_jO_j$ summed over the other lines. The first term is already in the proposal. Insertion and removal are each tried with probability 1/2, and removal picks one of the $n+1$ lines with probability $1/(n+1)$. Detailed balance then gives

$$R_{\rm ins}=\frac{\alpha\tau}{n+1}e^{-\mathbf q\cdot\mathbf Q},\qquad R_{\rm rem}=\frac{n}{\alpha\tau}e^{+\mathbf q\cdot\mathbf Q},$$

where $n$ is the present number of lines. A move is accepted with probability $\min(1,R)$.

These moves can stick. Two nearly coincident lines with $\mathbf q_1\simeq-\mathbf q_2$ have little kinetic action, yet removing one alone costs about $e^{-q^2O}$. For unit lengths, overlap 0.95 and $q=10$ this is $e^{-95}=5.5\times10^{-42}$.

The cure is to redraw both momenta together. Write

$$\frac1{q^2}=\frac12\int_0^\infty du\,e^{-uq^2/2}.$$

Given $q$, $u$ is exponential with rate $q^2/2$. Given $u_i,u_j$, the pair has weight

$$\exp\!\left[-\tfrac12\left(aq_i^2+bq_j^2+2c\,\mathbf q_i\cdot\mathbf q_j\right)-\mathbf q_i\cdot\mathbf F_i-\mathbf q_j\cdot\mathbf F_j\right],$$

with $a=\ell_i+u_i$, $b=\ell_j+u_j$, $c=O_{ij}$, and $\mathbf F$ the overlap-weighted momentum of all lines outside the pair. Completing the square in $\mathbf q_i$ leaves a Gaussian for $\mathbf q_j$ of precision $\sigma=b-c^2/a$ and mean $-(\mathbf F_j-c\mathbf F_i/a)/\sigma$. Then $\mathbf q_i$ has precision $a$ and mean $-(\mathbf F_i+c\mathbf q_j)/a$. Since $c^2\le\ell_i\ell_j<ab$, $\sigma$ is positive. Line $i$ is random, and $j$ maximizes $O_{ij}^2/(\ell_i\ell_j)$. This choice uses times only, which the move leaves unchanged, so the stationary distribution is preserved.

## Energy estimators

Define $E(\tau)=-d\ln G/d\tau$. With $t=\tau x$, the $2n$ time integrals give $\tau^{2n}$ and the exponent becomes $\tau$ times a fixed number, so

$$E(\tau)=\frac1\tau\left\langle\sum_i\ell_i+K-2n\right\rangle.$$

Next rescale all momenta by $\lambda$. Each $d^3q/q^2$ gives $\lambda$, and $K\to\lambda^2K$. The integral cannot depend on $\lambda$; its derivative at $\lambda=1$ gives $\langle n-2K\rangle=0$. Hence

$$E(\tau)=\frac1\tau\left\langle\sum_i f_i\right\rangle,\qquad f=\ell-\tfrac32 .$$

This plain estimator is noisy because the number of lines and their lengths both fluctuate. To first order in $\alpha$,

$$\ln G\simeq\int_0^\tau(\tau-\ell)\frac{\alpha e^{-\ell}}{\sqrt{\pi\ell}}\,d\ell,\qquad E(\tau)\simeq-\alpha\,\mathrm{erf}\sqrt\tau ,$$

and this part can be removed analytically. Average the factor $e^{-\mathbf q\cdot\mathbf Q}$ of a trial line over its momentum. The angular average is $\sinh(qQ)/(qQ)=\int_0^1\cosh(xqQ)\,dx$, and the half-normal average of the cosh is $e^{x^2Q^2/2\ell}$. Therefore

$$r=\int_0^1e^{a_Q^2x^2}dx=\frac{\sqrt\pi\,\mathrm{erfi}(a_Q)}{2a_Q},\qquad a_Q=\frac{Q}{\sqrt{2\ell}} .$$

Taking one line out of each diagram in the sum over lines gives, for any function $h$ of a line's times and of the remaining lines,

$$\Big\langle\sum_ih_i\Big\rangle=\Big\langle\int_{\rm in}d\mu\,h\,r\Big\rangle,$$

where "in" means $s+\ell\le\tau$. Using the right side alone is unsafe. For large $a_Q$, $r\simeq e^{a_Q^2}/(2a_Q^2)$. For a trial line beside one free line, $a_Q^2=\kappa^2z^2/2$ with $\kappa=O/\sqrt{\ell_1\ell_2}$ and $z$ normal. The mean of $r^2$ then contains $e^{\kappa^2z^2-z^2/2}$ and diverges for $\kappa^2>1/2$.

So trial lines measure $r\le R$ and existing lines measure $r>R$. The first-order identity $\int_{\rm in}d\mu\,f=-\alpha\tau\,\mathrm{erf}\sqrt\tau$ gives

$$E(\tau)=-\alpha\,\mathrm{erf}\sqrt\tau+\frac1\tau\left\langle\int_{\rm in}d\mu\,f\,(r\theta_{r\le R}-1)+\sum_if_i\theta_{r_i>R}\right\rangle .$$

Both terms use the $\mathbf Q$ already computed for the attempted move. The factors 2 below compensate for each type being tried half the time.

```
start each chain with no lines
repeat:
  every 4th step, if n >= 2: redraw a close pair of momenta
  choose insertion or removal with probability 1/2
  line = new free line, or a random existing one
  Q = sum of q_j * overlap_j over the other lines
  if burn-in is over:
    insertion: e = 2*alpha*f*in*(r*[r<=R] - 1)
    removal:   e = 2*n*f*[r>R]/tau     (0 if n = 0)
    add e to this chain's sum
  accept or reject the move
E = -alpha*erf(sqrt(tau)) + mean of chain averages
error = standard deviation of chain averages / sqrt(chains)
```

The error needs no autocorrelation estimate, because chains are independent. It does not detect a common equilibration bias. The identity $\langle K\rangle=\langle n\rangle/2$ can reveal badly distributed momenta, but it already holds for the empty starting diagram and for independent free lines. It therefore cannot show that the number of lines has equilibrated; for that, compare runs with different burn-in lengths.

One step costs $O(n)$. At first order $\langle n\rangle\simeq\alpha(\tau-\tfrac12)$ for $\tau\gg1$, so the cost per step grows linearly with $\tau$.

## Bounding the extrapolation

Write $G$ as a sum over eigenstates with weights $A_\nu\ge0$. Let $x=E_\nu-E_0$ and $D(\tau)=E(\tau)-E_0=\langle x\rangle$, averaged with $A_\nu e^{-E_\nu\tau}$. Thus $D\ge0$, and $E(\tau)$ approaches $E_0$ from above.

Assume that no excited state of this sector lies below $E_0+\Delta$. Then $x^2\ge\Delta x$, and

$$D'=-\left(\langle x^2\rangle-D^2\right)\le-D(\Delta-D).$$

Assume also $D(\tau_1)<\Delta/2$. Then $\frac{d}{d\tau}\ln\frac{D}{\Delta-D}\le-\Delta$. With $\rho=e^{-\Delta(\tau_2-\tau_1)}$,

$$D_2\le\rho D_1\frac{\Delta-D_2}{\Delta-D_1}\le2\rho D_1 .$$

Substituting $D_1=E(\tau_1)-E(\tau_2)+D_2$ and solving for $D_2$ when $2\rho<1$,

$$0\le D_2\le\frac{2\rho\,[E(\tau_1)-E(\tau_2)]}{1-2\rho}.$$

Emission of one phonon starts at $E_0+1$, so $\Delta=1$ if no other bound state lies below it. I assume this at the weak coupling used here. The second assumption says that the ground state already dominates enough at $\tau_1$. It fails if its weight in $|0\rangle$ is too small. A finite set of imaginary-time data cannot prove either assumption.

## Limits and tests

**Weak coupling.** Average $r$ over the momentum of one free partner: $\langle e^{x^2\kappa^2z^2/2}\rangle=(1-x^2\kappa^2)^{-1/2}$, whose integral over $x$ is $\arcsin\kappa/\kappa$. Let $g(\kappa)=\arcsin\kappa/\kappa-1$. The second-order part of $\ln G$ is $\frac12\iint d\mu_1d\mu_2\,g$.

For lengths $L$ and $x^2L$ with $x\le1$, full nesting has $\kappa=x$ over a range of shifts $L(1-x^2)$. Partial overlap at the two ends contributes $2xL\,B(x)$, with $B(x)=\int_0^xg\,d\kappa$, because $dO=xL\,d\kappa$. Two orderings of the lengths cancel the factor 1/2. The remaining factors are $d\ell_<=2xL\,dx$ and $1/(\pi xL)$ from the two measures. With $\int_0^\infty L\,e^{-L(1+x^2)}dL=(1+x^2)^{-2}$, the coefficient of $\alpha^2$ in $E_0$ is

$$E_2=-\frac2\pi\int_0^1\frac{(1-x^2)g(x)+2xB(x)}{(1+x^2)^2}\,dx=-0.015920 .$$

Fourth-order perturbation theory in $V_q$ gives an independent expression. With $D_i=1+q_i^2/2$, $D_{12}=2+(\mathbf q_1+\mathbf q_2)^2/2$ and $d\nu=\sqrt2\,d^3q/(4\pi^2q^2)$,

$$E_2=\int\frac{d\nu}{D}\int\frac{d\nu}{D^2}-\frac12\iint d\nu_1d\nu_2\frac{(1/D_1+1/D_2)^2}{D_{12}},$$

where the first product is $1\times\frac12$. It also evaluates to $-0.015920$. Sampling at $\alpha=0.3$, $\tau=8$ gives $(E+\alpha)/\alpha^2=-0.01599\pm0.00019$. The unsubtracted first-order remainder, $\mathrm{erfc}(\sqrt8)/\alpha\approx0.0002$, is of the size of this error. So is the third-order term, about $-0.0008\,\alpha=-0.00024$ in this ratio; the two have opposite signs and nearly cancel.

**Short time.** As $\tau\to0$ at fixed $\alpha$, $E(\tau)\simeq-2\alpha\sqrt{\tau/\pi}$. This describes the onset of dressing and says little about $E_0$.

**Finite interaction.** Two modes of momentum $\pm1$ along one axis, each with coupling 0.8, can be diagonalized. At $\tau=4$ insertion and removal give energy $-0.8998\pm0.0017$ against $-0.9000$, and mean order $3.018\pm0.005$ against 3.017. There the true residual $D(4)=0.00816$ lies below its bound 0.01859, computed from $\tau_1=1.5$ and the known gap.

**Pair redraw.** For fixed times the pair integral is proportional to $\arcsin\kappa/O$. An extra $e^{-q_1^2\ell_1/2}$ doubles $\ell_1$ in the exponent at fixed $O$, so its mean is $\arcsin(\kappa/\sqrt2)/\arcsin\kappa$. For $\kappa=0.95$ this is 0.5877. Pairs started at $q=10$ give $0.5897\pm0.0026$ over redraws 41 to 80.

## A conduction electron in SnO2

The inputs are rough typical values: $m=0.27\,m_e$, $\varepsilon_\infty=4$, $\varepsilon_s=12$ and one effective phonon of 90 meV. They give $r_p=1.252$ nm. With $e^2/4\pi\varepsilon_0=1.440$ eV nm,

$$\alpha=\frac{1.440\,(1/4-1/12)}{2(0.090)(1.252)}=1.065 .$$

With $R=3$ and 3000 chains, the energies in units of $\hbar\omega$ are:

| $\tau$ | $E(\tau)$ | first order |
|---|---|---|
| 2 | $-1.03064\pm0.00014$ | $-1.01636$ |
| 5 | $-1.08190\pm0.00013$ | $-1.06314$ |
| 10 | $-1.08375\pm0.00010$ | $-1.06480$ |

Between $\tau=5$ and 10 the energy falls by 0.00185, of which 0.00166 is the first-order term. At $\tau=10$ the plain estimator gives $-1.0848\pm0.0010$, so the improved one reduces the variance by a factor of about 115 on the same run. The momentum check $\langle K-n/2\rangle=-0.0062\pm0.0049$ is compatible with zero.

For the extrapolation, the drop from $\tau_1=2$ to $\tau_2=10$ is 0.0531. Raised by three combined standard errors it is 0.0536. Since $2e^{-8}=6.71\times10^{-4}$, the bound is $3.6\times10^{-5}$. With half the assumed gap it would be $2.0\times10^{-3}$, larger than the statistical error. The gap assumption therefore matters more than the last digits of the sampling.

The model energy is

$$E_0=-1.0837\,\hbar\omega=-97.54\ \mathrm{meV},$$

with a statistical error of 0.009 meV and a possible further lowering of at most 0.0032 meV for $\Delta=1$. Second-order theory gives $-1.08285$. The further 0.0009 is about nine standard errors and shows the higher orders; the third-order term $-0.0008\,\alpha^3$ alone is $-0.0010$.

These errors concern the model, not SnO2. For the material, about $-0.1$ eV is the justified precision. The leading-order sizes of several effects left out are as follows.

- **Choice of mass.** The model needs the bare band mass. At first order the dressed mass is $m/(1-\alpha/6)$, so a bare $0.27\,m_e$ corresponds to a measured mass near $0.33\,m_e$. If $0.27\,m_e$ is itself a measured mass, the bare one is about $0.226\,m_e$, $\alpha\approx0.97$, and the energy is about $-89$ meV, 9% weaker.

- **Lattice cutoff.** A fraction $1-(2/\pi)\arctan(q_Zr_p)=5.4\%$ of the first-order binding comes from beyond a sphere of the zone's volume, $q_Z=9.38$ nm$^{-1}$. This uses the parabola up to 12 eV, far beyond its range. A band $E(1+aE)=\hbar^2k^2/2m$ with an assumed $a=0.15$ to 0.28 eV$^{-1}$, ignoring Bloch overlap factors, raises the binding from inside $q_Z$ by 6 to 9%.
- **Anisotropy.** Averaging $\sqrt{m}\,(1/\varepsilon_\infty-1/\varepsilon_s)$ over directions, with masses 0.30 and 0.23 $m_e$ and static permittivities 13.5 and 9.5 (in each pair, first perpendicular and then parallel to the tetragonal axis), changes the binding by $+1.1\%$ with $\varepsilon_\infty$ kept at 4. With $\varepsilon_\infty=3.8$ and 4.2 in the same order the change is $+3.9\%$.
- **Several phonons.** At fixed dielectric contribution the binding scales as $\sqrt{\hbar\omega}$. Moving an assumed 20% of the coupling to 35 meV changes it by $0.20(\sqrt{35/90}-1)=-7.5\%$.
- **Temperature.** At 450 K the phonon occupation is $N=0.109$. Stimulated emission shifts the level by $-\alpha N\hbar\omega=-10.4$ meV; the principal value of the absorption term vanishes. Golden-rule absorption gives a broadening $2\alpha N\hbar\omega=20.9$ meV. These values are for the 90 meV phonon alone. A 35 meV phonon has $N=0.68$ at this temperature, and with the 20% share assumed above the shift becomes about $-16.5$ meV and the broadening about 33 meV. All these values hold at the band edge. Carriers with thermal energies can also emit the 35 meV phonon, and their average broadening is larger.
- **Carriers.** At $10^{18}$ cm$^{-3}$ the plasma energy is 35.7 meV when screened by $\varepsilon_\infty$ and 21 meV when screened by $\varepsilon_s$. A Drude term added to the lattice permittivity moves the 90 meV mode to about 95 meV. With the 20% share at 35 meV the coupled modes lie near 18, 38 and 94 meV. The carriers' response thus shifts both phonons by several percent; its effect on the binding is not computed here. The Fermi energy, 13.5 meV, is below $k_BT=38.8$ meV at 450 K.

The calculation also assumes zero electric field. At 1 MV/cm an electron gains 125 meV over one polaron radius, more than the phonon energy; the two are equal at 0.72 MV/cm. The zero-field picture fails before that. In the golden rule at zero temperature, an electron of energy $\epsilon\hbar\omega$ loses $\sqrt2\,\alpha\,\mathrm{arcosh}(\sqrt\epsilon)/\epsilon$ phonon energies per length $\sqrt2\,r_p$ by emission. For an electron moving along the field in the parabolic band, the maximum of this loss balances a field of only about 0.34 MV/cm for the 90 meV phonon alone, and about 0.29 MV/cm with the 20% share at 35 meV assumed above. At such fields the ground-state energy is no guide to the carrier's state, and no small correction to $-97.5$ meV repairs this. These are runaway fields of the model, not breakdown fields of SnO2, where band shape and other scattering enter. They are also not a limit below which the field is harmless. At zero temperature the model has no scattering below the phonon threshold, and with the 90 meV phonon alone a golden-rule electron already carries about 40 meV of kinetic energy at 0.01 MV/cm. Self-trapping on a single lattice site also lies outside the continuum model, so this result cannot decide whether it occurs. The remaining computed values are in the numerical output.

## Computed results

```
TEST MODEL, TWO MODES (phonon units)
mode momentum 1.0, coupling 0.8, time 4.0
energy sampled -0.8998 +- 0.0017, diagonalized -0.9000
mean order sampled 3.018 +- 0.005, diagonalized 3.017
gap 1.0928; residual at final time 0.00816, its bound 0.01859
TWO CLOSE LINES WITH OPPOSITE MOMENTA (phonon units)
unit lengths, overlap 0.95, starting momentum 10: single-removal factor 5.5e-42
after joint redraws: mean exp(-q^2/2) 0.5897 +- 0.0026, formula 0.5877
SECOND-ORDER COEFFICIENT (phonon units)
from line overlaps -0.015920
from Hamiltonian perturbation -0.015920
sampled at alpha 0.3: -0.01599 +- 0.00019
SnO2 INPUTS, ROUGH
mass 0.27 m_e, phonon 90 meV
permittivity: high-frequency 4.0, static 12.0
polaron radius 1.252 nm, alpha 1.0648
ENERGY AGAINST IMAGINARY TIME (phonon units)
time  2.0: E = -1.03064 +- 0.00014; first order -1.01636
time  5.0: E = -1.08190 +- 0.00013; first order -1.06314
time 10.0: E = -1.08375 +- 0.00010; first order -1.06480
ratio cut 3.0; chains 3000
plain estimator at last time -1.0848 +- 0.0010
variance gain of improved estimator 115.2
mean diagram order 10.455 +- 0.009
kinetic action minus half order -0.0062 +- 0.0049
second-order estimate -1.08285
extrapolation bound, gap 1: 3.60e-05; gap 1/2: 2.04e-03
POLARON ENERGY
E0 = -97.537 meV, statistical error 0.009 meV
E0 may lie lower by at most 0.0032 meV (gap 1)
NEGLECTED EFFECTS, LEADING-ORDER SIZES
zone radius 9.38 1/nm; energy beyond it 5.4 %
masses 0.30, 0.23 m_e; static permittivities 13.5, 9.5
change of binding from anisotropy +1.1 %
20 % of coupling moved to 35 meV: binding -7.5 %
at 450 K: kT 38.8 meV, phonon occupation 0.1089
thermal shift -10.4 meV, broadening 20.9 meV
at 1e+18 cm^-3: plasma energy 35.7 meV, Fermi energy 13.5 meV
at 1.0 MV/cm: energy gain over radius 125.2 meV
field where this gain equals the phonon energy 0.72 MV/cm
```
